# Logarithmic divergence of the sound velocity in a one-dimensional Wigner chain

## The decision: where to cut the force constants

A phonon calculation that sums the forces in a chain of charges neighbour by neighbour needs a cutoff: how many neighbours enter the force constants. With short-range forces one raises the cutoff until the slope of the acoustic branch settles, and calls that slope the sound velocity. For charges on a line repelling as \(1/r\) the slope at \(q\to0\) never settles. The cutoff must instead be chosen for each wavelength, and a velocity must be quoted together with its wavenumber.

The model is an infinite straight chain of equal charges \(e\) and masses \(m\), with spacing \(a\) and pair energy

\[
V(r)=\frac{k}{r},\qquad k=\frac{e^2}{4\pi\varepsilon_0}.
\]

The charges move along the line. Their mean density is fixed, as it is for a given number of charges on a closed ring. The sideways confinement is uniform along the line and exerts no force along it. The displacements are small, so the forces are kept to first order in them. I use

\[
\theta=qa,\qquad \omega_0^2=\frac{k}{ma^3},\qquad L=\ln\frac1\theta .
\]

## Simple case: nearest neighbours

Let \(u_j\) be the displacement of charge \(j\). The bond between \(j\) and \(j+1\) has length \(a+\delta\), with \(\delta=u_{j+1}-u_j\), and energy

\[
V(a+\delta)=V(a)+V'(a)\,\delta+\tfrac12V''(a)\,\delta^2+\dots
\]

The linear terms push charge \(j\) equally from left and right and cancel. The quadratic terms act as springs of stiffness \(V''(a)=2k/a^3\):

\[
m\ddot u_j=\frac{2k}{a^3}\,(u_{j+1}+u_{j-1}-2u_j).
\]

For a wave \(u_j\propto e^{i(j\theta-\omega t)}\), the left side is \(-m\omega^2u_j\) and the bracket is \((2\cos\theta-2)u_j\). Therefore

\[
\omega^2=4\omega_0^2(1-\cos\theta)\approx2\omega_0^2\theta^2 .
\]

The long-wave velocity is \(\omega/q=\sqrt2\,a\omega_0\): finite, as for any chain of springs of finite range.

## Adding neighbours

The same expansion holds for each pair. The first-order forces from neighbours \(+n\) and \(-n\) cancel, and the springs have stiffness \(V''(na)=2k/(n^3a^3)\). Hence

\[
m\omega^2=\sum_{n\ne0}V''(|n|a)(1-\cos n\theta)
=\frac{4k}{a^3}\sum_{n=1}^{\infty}\frac{1-\cos n\theta}{n^3},
\]

where one factor 2 comes from the two sides and the other from \(V''\). Thus

\[
\omega^2=4\omega_0^2S(\theta),\qquad
S(\theta)=\sum_{n=1}^{\infty}\frac{1-\cos n\theta}{n^3}.
\]

The sum converges for every \(\theta\), since its terms are at most \(2/n^3\).

**Limit: a fixed number of neighbours.** Stop at \(n=N\) and let \(\theta\to0\) so that \(N\theta\ll1\). Each cosine may then be expanded, \(1-\cos n\theta\approx n^2\theta^2/2\), and

\[
\omega_N^2\approx2\omega_0^2\theta^2\sum_{n=1}^{N}\frac1n
=2\omega_0^2\theta^2H_N,\qquad H_N\approx\ln N+\gamma+\frac1{2N},
\]

with \(\gamma\) Euler's constant. For \(N=1\) this is the nearest-neighbour result. At \(\theta=10^{-6}\), the truncated sums with \(N=100\) and \(N=1000\) agree with this law to within one part in \(10^5\).

A truncated chain therefore has a finite sound velocity, but its square grows as \(\ln N\). From about ten neighbours on, each tenfold increase of the range adds nearly the same amount, \(2a^2\omega_0^2\ln10\), to the squared velocity. In the full chain the growth stops near \(n\sim1/\theta\), where \(1-\cos n\theta\) ceases to grow as \(n^2\). Replacing \(N\) by \(1/\theta\) suggests \(\omega^2\sim2\omega_0^2\theta^2\ln(1/\theta)\). The constant beside the logarithm needs the full sum.

**Contrast: a faster decay.** For \(V=k_2/r^2\) the stiffness is \(6k_2/(na)^4\), so

\[
m\omega^2=\frac{12k_2}{a^4}\sum_{n=1}^{\infty}\frac{1-\cos n\theta}{n^4}.
\]

After division by \(\theta^2\) each term is bounded by \(1/(2n^2)\), whose sum converges. The limit may be taken term by term, giving \(m\omega^2/\theta^2\to6k_2\zeta(2)/a^4\) and a finite velocity. The explicit sum at \(\theta=10^{-3}\) agrees with this limit within 0.1 %. For \(1/r\) the corresponding bound is \(1/(2n)\), whose sum diverges.

## The full sum

Differentiating \(S\) once gives

\[
S'(\theta)=\sum_{n=1}^{\infty}\frac{\sin n\theta}{n^2}.
\]

This is allowed because the terms are bounded by \(1/n^2\), so the series converges uniformly. It also shows that \(S'\) is continuous, with \(S'(0)=0\); and \(S(0)=0\). A second differentiation gives

\[
S''(\theta)=\sum_{n=1}^{\infty}\frac{\cos n\theta}{n},\qquad0<\theta<2\pi,
\]

which converges uniformly on any closed interval that avoids \(0\) and \(2\pi\). To find its value, insert a factor \(r^n\) with \(0<r<1\) and use the logarithmic series

\[
\sum_{n=1}^{\infty}\frac{r^ne^{in\theta}}n=-\ln(1-re^{i\theta}).
\]

Take the real part and let \(r\to1\). Since \(|1-e^{i\theta}|=|e^{-i\theta/2}-e^{i\theta/2}|=2\sin(\theta/2)\),

\[
S''(\theta)=-\ln\!\left(2\sin\frac\theta2\right).
\]

The singularity at \(\theta=0\) is logarithmic and hence integrable. Integrating from a small positive angle, and letting that angle go to zero where \(S'\) vanishes, gives \(S'(x)=\int_0^xS''(t)\,dt\). Integrating again and exchanging the order of integration,

\[
S(\theta)=\int_0^\theta dx\int_0^xdt\,S''(t)
=-\int_0^\theta(\theta-t)\ln\!\left(2\sin\frac t2\right)dt .
\]

The factor \(\theta-t\) is the length of the range \(t<x<\theta\). At \(\theta=0.5\), \(2\) and \(3\), quadrature of this integral agrees with the explicit sum to within one part in \(10^8\).

For small \(t\), write \(x=t/2\) and separate the logarithm:

\[
-\ln(2\sin x)=-\ln t-\ln\frac{\sin x}{x},\qquad
\frac{\sin x}{x}=1-\frac{x^2}{6}+\frac{x^4}{120}-\dots
\]

With \(-\ln(1-y)=y+y^2/2+\dots\) and \(y=x^2/6-x^4/120\), the coefficient of \(x^4\) is \(-1/120+1/72=1/180\). Therefore

\[
-\ln\!\left(2\sin\frac t2\right)=-\ln t+\frac{t^2}{24}+\frac{t^4}{2880}+\dots
\]

The logarithmic part integrates to

\[
-\theta\int_0^\theta\ln t\,dt+\int_0^\theta t\ln t\,dt
=\theta^2(1-\ln\theta)+\frac{\theta^2}{2}\ln\theta-\frac{\theta^2}{4}
=\frac{\theta^2}{2}\left(L+\frac32\right).
\]

For the powers, \(\int_0^\theta(\theta-t)t^p\,dt=\theta^{p+2}/[(p+1)(p+2)]\), which divides the coefficients by 12 and 30. Hence

\[
S(\theta)=\frac{\theta^2}{2}\left(L+\frac32\right)+\frac{\theta^4}{288}+\frac{\theta^6}{86400}+\dots
\]

and, multiplying by \(4\omega_0^2\),

\[
\boxed{\;\omega^2=2\omega_0^2(qa)^2\left[\ln\frac1{qa}+\frac32+\frac{(qa)^2}{144}+\dots\right]\;}
\]

**Test from the energy.** For a wavelength of \(12a\), displacing the charges by a small cosine wave and taking the second difference of the Coulomb energy gives \(\omega^2/\omega_0^2=1.178286\). This uses neither the spring constants nor the integral. The expansion, with \(\theta=2\pi/12\), gives the same 1.178286.

## What diverges, and how slowly

The phase velocity at small \(q\) is

\[
v=\frac{\omega}{q}\approx a\omega_0\sqrt{2\left(L+\frac32\right)} ,
\]

so \(\omega\) becomes proportional to \(q\sqrt{\ln(1/qa)}\), with factor \(\sqrt2\,a\omega_0\). The velocity diverges as the square root of a logarithm; its square grows linearly in the logarithm. The frequency itself still goes to zero, because \(\theta^2\ln(1/\theta)\to0\).

The ratio to the leading law is

\[
\frac{v}{a\omega_0\sqrt{2L}}=\sqrt{1+\frac3{2L}}\approx1+\frac3{4L}.
\]

It is 1.151 at \(qa=10^{-2}\), 1.078 at \(10^{-4}\) and still 1.020 at \(10^{-16}\). The last value lies far outside any laboratory chain and serves to show the mathematics. At usable wavenumbers the constant \(3/2\) belongs in the formula.

A wave packet travels at the group velocity. Differentiating \(\omega^2=2\omega_0^2\theta^2(L+3/2)\), with \(dL/d\theta=-1/\theta\), gives

\[
2\omega\frac{d\omega}{d\theta}
=2\omega_0^2\left[2\theta\left(L+\frac32\right)-\theta\right]
=4\omega_0^2\theta(L+1).
\]

Dividing by \(2\omega\) and multiplying by \(a\),

\[
v_g=\frac{d\omega}{dq}\approx\sqrt2\,a\omega_0\frac{L+1}{\sqrt{L+3/2}},\qquad
\frac{v_g}{v}\approx\frac{L+1}{L+3/2}.
\]

At small \(q\) the packet is slower than the phase; the ratio tends to one as \(L\to\infty\), so both velocities diverge. A numerical derivative of the lattice sum at \(\theta=0.01\) agrees with \(v_g\) within one part in \(10^5\).

**Choice of cutoff.** At fixed \(\theta\), stopping at \(N\) omits at most \(\sum_{n>N}2/n^3<1/N^2\) from \(S\). Relative to \(S\approx\theta^2(L+3/2)/2\), the error of \(\omega^2\) is below about

\[
\frac{2}{(N\theta)^2(L+3/2)} .
\]

The cutoff must satisfy \(N\gg1/\theta\): the force constants must reach well beyond \(1/q\). Convergence at one wavelength does not carry over to a longer one. This rule is for a plainly truncated sum. If the forces are instead summed over all periodic images of a supercell, a cell one wavelength long already gives the exact harmonic frequency of that wave, provided the wavelength is a whole number of spacings so that the wave fits the cell.

## A second limit: a grounded plane

Place a grounded plane parallel to the chain at distance \(d\). Each charge has an opposite image at distance \(2d\) from itself. The interaction of a charge with its own image does not change as it slides along the line. Different charges acquire the extra pair energy

\[
V_{\rm im}(x)=-\frac{k}{\sqrt{x^2+4d^2}} .
\]

The Fourier transform of \(1/\sqrt{x^2+4d^2}\) is \(2K_0(2|p|d)\), with \(K_0\) the modified Bessel function. Two derivatives multiply by \(-p^2\), so \(V_{\rm im}''\) has the transform

\[
f(p)=2kp^2K_0(2|p|d).
\]

The image contribution to \(m\omega^2\) is \(\sum_nV_{\rm im}''(na)(1-\cos nqa)\); its \(n=0\) term is zero and may be included. Poisson summation turns this into

\[
\frac1a\sum_G\left[f(G)-f(q+G)\right],\qquad G=\frac{2\pi l}{a},\quad l\text{ integer}.
\]

For \(G=0\), \(f(0)=0\), because \(p^2\ln p\to0\), and \(-f(q)/a\) remains. For small \(qa\) and \(d\) larger than \(a\), the terms with \(G\ne0\) are exponentially small in \(d/a\). Using \(k/(ma)=\omega_0^2a^2\),

\[
\omega^2\approx4\omega_0^2S(\theta)-2\omega_0^2\theta^2K_0(2qd).
\]

Direct sums with \(d/a=3\) and \(10\), at \(\theta=0.05\) and \(0.3\), agree with this within one part in \(10^6\).

For \(qd\gg1\), \(K_0\) is exponentially small and the bare chain returns. For \(qd\ll1\), \(K_0(2qd)\approx-\ln(qd)-\gamma\), and the bracket becomes

\[
\ln\frac1{qa}+\frac32+\ln(qd)+\gamma=\ln\frac da+\gamma+\frac32 .
\]

The wavenumber has dropped out. The velocity tends to the finite value

\[
v_0=a\omega_0\sqrt{2\left(\ln\frac da+\gamma+\frac32\right)} .
\]

The two limiting forms cross at \(q_s=e^{-\gamma}/d\). Logarithmic growth thus needs \(1/d\ll q\ll1/a\). The plane removes the divergence because a charge and its image act at large distance as a dipole, whose interaction decays faster than \(1/r\).

## Does the chain stay straight?

The repulsion that stiffens the chain lengthwise pushes it sideways. Let transverse displacements alternate as \(\pm A\), with a transverse trap of angular frequency \(\omega_t\). Neighbours at odd \(n\) differ by \(2A\) in height, and their distance grows from \(na\) to \(na+2A^2/(na)\) at second order. The Coulomb energy per charge changes by

\[
-\frac{2kA^2}{a^3}\sum_{n\ \rm odd}\frac1{n^3}
=-\frac{2kA^2}{a^3}\,\frac78\zeta(3),
\]

while the trap adds \(m\omega_t^2A^2/2\). The total is positive if

\[
\omega_t^2>\frac72\zeta(3)\,\omega_0^2 .
\]

For a general transverse wave the same expansion gives \(\omega_\perp^2=\omega_t^2-2\omega_0^2S(\theta)\). On \(0<\theta<\pi\), \(S''\) is positive up to \(\pi/3\) and negative beyond, while \(S'\) vanishes at both ends. So \(S'>0\) between them, \(S\) is largest at \(\theta=\pi\), and the zigzag is the first mode to become unstable.

## Numbers for a ring of trapped ions

Take 400 singly charged calcium ions, mass rounded to 40 u, at \(a=10\) µm on a ring of radius 0.637 mm. Then \(\omega_0=1.8637\times10^6\) rad/s and \(a\omega_0=18.637\) m/s. The longest wave on the ring is \(400a=4\) mm, with \(\theta=2\pi/400=0.01571\) and \(L=4.1536\). For the straight line,

\[
v=18.637\sqrt{2(4.1536+1.5)}\ {\rm m/s}=62.7\ {\rm m/s},
\]

and the frequency is \(v/(4\ {\rm mm})=15.7\) kHz. Nearest neighbours alone would give \(18.637\sqrt2=26.4\) m/s, less than half.

At fixed spacing, the velocities in m/s are:

| Wavelength | Line | Leading log | Group | Line + plane |
|---|---:|---:|---:|---:|
| \(20a\) | 43.0 | 28.4 | 34.9 | 43.0 |
| \(100a\) | 54.4 | 43.8 | 48.1 | 52.5 |
| \(400a\) | 62.7 | 53.7 | 57.1 | 54.8 |

The group velocity refers to the line without the plane. Dropping the constant \(3/2\) lowers the phase velocity by 34 % at \(20a\) and by 14 % at \(400a\), relative to the lattice sum.

The last column has \(d=0.1\) mm. The plane leaves the shortest of these waves almost unchanged and slows the longest by 13 %. Its limit is

\[
v_0=18.637\sqrt{2(\ln10+\gamma+1.5)}\ {\rm m/s}=55.2\ {\rm m/s}.
\]

The crossover is at \(q_s=5.6\) rad/mm, while the longest wave has \(q=1.57\) rad/mm and lies on the saturated side. At \(400a\) the leading-log value happens to lie near the screened one. The former drops 1.5 from the bracket; the latter subtracts \(K_0(2qd)\approx1.33\). The agreement is accidental and is absent at \(20a\).

For the longest wave, raising the cutoff from 20,000 to 40,000 neighbours changes the velocity by a relative \(6.7\times10^{-7}\). Here \(N\theta\approx314\) at the lower cutoff, so the condition \(N\theta\gg1\) is well met.

**Beside a real trap.** These parameters are rough illustrative values for ions in a ring-shaped radio-frequency trap. A ring gives nearly equal spacing only if stray fields along it are very small. A weak static field \(E\cos qx\) along the line shifts the charges by up to \(eE/(m\omega^2)\), and so changes the spacing by a fraction of up to \(eE/(mqv^2)\). For one period round this ring, with the plane included, that fraction reaches 10 % at about 0.2 V/m, so stray fields must be compensated to well below this value. In a linear trap with a harmonic axial well the spacing varies, and the plane-wave result can serve at most locally. Once stray fields are compensated, the largest remaining effect estimated here is that of the electrodes: modelled as one plane, they slow the longest wave by the 13 % above. Real electrodes have other shapes, so this is a size, not a prediction. Curvature matters less. With radial motion frozen and no plane, the longest wave on the ring has 62.5 m/s, 0.3 % below the line. A transverse frequency of 2 MHz is well above the zigzag onset at 0.61 MHz, calculated without images. The fast motion driven by the trap field is not estimated here.

**Temperature and zero-point motion.** A mode coordinate \(x\) with \(m\omega^2\langle x^2\rangle=k_BT\) changes the neighbour distance with weight \(|e^{i\theta}-1|^2=2(1-\cos\theta)\). Averaging over the modes of the bare chain,

\[
\langle\delta^2\rangle=\frac{k_BT}{m}\left\langle\frac{2(1-\cos\theta)}{\omega^2}\right\rangle_\theta .
\]

At 1 mK the rms change is 145 nm, or 1.5 % of \(a\). For zero-point motion \(k_BT/\omega^2\) is replaced by \(\hbar/(2\omega)\), which gives 18.5 nm. The next even term of the bond energy changes the mean stiffness by a fraction

\[
\frac{V''''(a)\langle\delta^2\rangle}{2V''(a)}=\frac{6\langle\delta^2\rangle}{a^2},
\]

since \(V''''=24k/a^5\). With the thermal value this is 0.13 %. Cubic terms enter at the same order, so the figure sets a scale and is not the frequency shift. For these parameters the harmonic treatment is a much smaller source of error than the neglect of the electrodes. The velocities, frequencies and fluctuation amplitudes are listed in the numerical output; the stray-field figure is a linear-response estimate from the formula given.

## Computed values

```
Checks in reduced units
omega^2/w0^2, wavelength 12a, from energy: 1.178286
omega^2/w0^2, wavelength 12a, expansion: 1.178286
Approach to the leading law: qa, v/(a w0), v/leading
  1e-02  3.4943  1.1514
  1e-04  4.6282  1.0784
  1e-08  6.3120  1.0399
  1e-16  8.7569  1.0202
  1e-100  21.5294  1.0033
Example inputs
ion mass: 40 u
spacing a: 10 um; ions in ring: 400
ring radius: 0.637 mm
plane distance d: 0.1 mm
transverse trap frequency: 2.0 MHz
temperature: 1 mK
w0: 1.8637e+06 rad/s; w0/(2 pi): 296.6 kHz
a*w0: 18.637 m/s
Wavelength 400 a: qa = 0.01571, ln(1/qa) = 4.1536
  frequency, straight line: 15.667 kHz
  phase velocity, lattice sum: 62.669 m/s
  phase velocity, expansion: 62.669 m/s
  phase velocity, leading log only: 53.716 m/s
  group velocity: 57.127 m/s
  phase velocity, line with plane: 54.802 m/s
  phase velocity, ring, no plane: 62.467 m/s
  phase velocity, ring with plane: 54.822 m/s
Wavelength 100 a: qa = 0.06283, ln(1/qa) = 2.7673
  frequency, straight line: 54.446 kHz
  phase velocity, lattice sum: 54.446 m/s
  phase velocity, expansion: 54.446 m/s
  phase velocity, leading log only: 43.845 m/s
  group velocity: 48.067 m/s
  phase velocity, line with plane: 52.531 m/s
  phase velocity, ring, no plane: 54.430 m/s
  phase velocity, ring with plane: 52.525 m/s
Wavelength 20 a: qa = 0.31416, ln(1/qa) = 1.1579
  frequency, straight line: 214.874 kHz
  phase velocity, lattice sum: 42.975 m/s
  phase velocity, expansion: 42.975 m/s
  phase velocity, leading log only: 28.361 m/s
  group velocity: 34.886 m/s
  phase velocity, line with plane: 42.967 m/s
  phase velocity, ring, no plane: 42.974 m/s
  phase velocity, ring with plane: 42.966 m/s
Cutoff 20000 to 40000 neighbours, longest wave: relative shift 6.7e-07
Neglected effects
q->0 velocity of line with plane: 55.159 m/s
saturation wavenumber: 5.615 rad/mm (qa = 0.0561)
transverse frequency at zigzag onset: 0.608 MHz
Coulomb energy k/a over kB*T: 1671
thermal rms change of neighbour distance: 145.3 nm
zero-point rms change of neighbour distance: 18.5 nm
scale of anharmonic change of stiffness: 0.13 %
```
